# Free holes from partly ionised acceptors, with and without donors

## Problem

A wide-gap semiconductor contains acceptors of density $N_A=1.0\times10^{-5}$ Å$^{-3}$. Their level lies $E_A=0.2$ eV above the valence-band edge. The effective density of states of the valence band at $T=300$ K is $N_v=4.6\times10^{-5}$ Å$^{-3}$. A neutral acceptor has $g=4$ states of equal energy; an ionised one has a single state.

(a) Find the density $p$ of free holes at 300 K when no donors are present.

(b) Find $p$ when the crystal also contains fully ionised donors of density $N_D=1.0\times10^{-7}$ Å$^{-3}$, and when it contains $N_D=1.0\times10^{-6}$ Å$^{-3}$.

The acceptors are taken as independent, all with the same level and without excited states. The algebra is in atomic units, $\hbar=m_e=e=1$, and $kT$ is treated as one symbol, an energy. For the numbers, $kT=0.025852$ eV.

## A tempting solution

To free its hole, an acceptor must pay the energy $E_A$. The ionised acceptor has one state and the neutral one has four, so the ratio of ionised to neutral acceptors should be

$$
\frac{N_A^-}{N_A^0}=\frac{1}{g}\,e^{-E_A/kT}=\frac{4.367\times10^{-4}}{4}=1.09\times10^{-4}.
$$

Nearly all acceptors are then neutral, $N_A^0\approx N_A$. Each ionised acceptor has released one hole, which gives

$$
p=N_A^-\approx1.0\times10^{-5}\times1.09\times10^{-4}=1.09\times10^{-9}\ \text{Å}^{-3}.
$$

This answer is wrong.

## Where the fault lies

The degeneracy and the energy of the acceptor have been counted properly. What is missing is the freed hole. It does not go into one state at the band edge; it may occupy any of a great many band states, and this number of choices favours ionisation.

The same fault can be put in terms of the Fermi level $\mu$, measured upward from the valence edge. As shown below, the ratio of ionised to neutral acceptors is $g^{-1}e^{-(E_A-\mu)/kT}$. The tempting solution therefore sets $\mu=0$ without saying so. But a Fermi level at the valence edge means a hole density of the order of $N_v$, more than ten thousand times the density just obtained. The Fermi level may not be chosen: it is fixed by the requirement that the crystal be neutral.

A limiting case shows the fault too. The tempting solution gives the same ionised fraction for every $N_A$. In a very dilute sample, however, a freed hole has a huge volume to itself and rarely finds an acceptor to return to, so nearly all acceptors should be ionised.

## Right solution

### Free holes

Let $\varepsilon\ge0$ be the energy of a hole, measured downward from the valence edge, and let the band be parabolic with effective mass $m$. With two spins, the number of states per volume with wavevector below $q$ is

$$
\frac{2}{(2\pi)^3}\,\frac{4\pi q^3}{3}=\frac{q^3}{3\pi^2}=\frac{(2m\varepsilon)^{3/2}}{3\pi^2},
$$

since $\varepsilon=q^2/2m$. Its derivative with respect to $\varepsilon$ is the density of states,

$$
D(\varepsilon)=\frac{(2m)^{3/2}}{2\pi^2}\sqrt{\varepsilon}.
$$

The electron state concerned has energy $-\varepsilon$. It is empty, and so holds a hole, with probability

$$
1-\frac{1}{e^{(-\varepsilon-\mu)/kT}+1}=\frac{1}{e^{(\varepsilon+\mu)/kT}+1}\approx e^{-(\varepsilon+\mu)/kT}.
$$

The last form needs $e^{\mu/kT}\gg1$, a Fermi level several $kT$ above the valence edge; this is checked later. With the substitution $\varepsilon=kT\,x^2$,

$$
\int_0^\infty\!\sqrt{\varepsilon}\,e^{-\varepsilon/kT}d\varepsilon
=2(kT)^{3/2}\!\int_0^\infty\! x^2e^{-x^2}dx
=\frac{\sqrt\pi}{2}(kT)^{3/2},
$$

and therefore

$$
p=N_v\,e^{-\mu/kT},\qquad
N_v=\frac{(2m\,kT)^{3/2}}{4\pi^{3/2}}=2\left(\frac{m\,kT}{2\pi}\right)^{3/2}.
\tag{1}
$$

The given $N_v$ corresponds to $m\approx1.50$ electron masses. This single mass stands for all valence bands near the edge together.

### Occupation of an acceptor

Take the ionised acceptor as reference, with statistical weight 1. To make it neutral, one removes an electron from the level $E_A$ and hands it to the reservoir at $\mu$. The energy cost is $\mu-E_A$, so each neutral state has weight $e^{(E_A-\mu)/kT}$. There are four of them, from two spins and two nearly degenerate valence bands. The ionised fraction is

$$
f=\frac{1}{1+g\,e^{(E_A-\mu)/kT}}.
\tag{2}
$$

This sum contains no state with two or more bound holes. They are left out on the assumption that bound holes repel each other strongly enough, and the assumption matters. If four hole orbitals could be filled independently, the sum would be $(1+e^{(E_A-\mu)/kT})^4$ instead.

### Eliminating the Fermi level

From (1), $e^{-\mu/kT}=p/N_v$. The second term in the denominator of (2) becomes

$$
g\,e^{E_A/kT}\,\frac{p}{N_v}=\frac{p}{K},\qquad K=\frac{N_v}{g}\,e^{-E_A/kT},
$$

so that

$$
f=\frac{1}{1+p/K}=\frac{K}{K+p}.
\tag{3}
$$

The density $K$ has a direct meaning: when $p=K$, half of the acceptors are ionised.

### Neutrality

The positive charges are the free holes and the ionised donors; the negative ones are the ionised acceptors. Free electrons are neglected for the moment. Then

$$
p+N_D=N_A\frac{K}{K+p}.
$$

Multiplying by $K+p$ gives $p(p+N_D)+K(p+N_D)=KN_A$, or

$$
p\,(p+N_D)=K\,(N_A-N_D-p).
\tag{4}
$$

This is a law of mass action: free holes times ionised acceptors equals $K$ times neutral acceptors. As a quadratic equation it reads

$$
p^2+(N_D+K)\,p-K(N_A-N_D)=0.
$$

For $N_D<N_A$ the product of the two roots is negative, so one root is positive, and that is the density sought:

$$
p=\tfrac12\left[-(N_D+K)+\sqrt{(N_D+K)^2+4K(N_A-N_D)}\right].
$$

Multiplying and dividing by the same bracket with a plus sign before $N_D+K$ removes the difference of nearly equal numbers that arises when $4K(N_A-N_D)\ll(N_D+K)^2$, as in a very dilute sample or when $N_D$ is very close to $N_A$:

$$
p=\frac{2K(N_A-N_D)}{N_D+K+\sqrt{(N_D+K)^2+4K(N_A-N_D)}}.
\tag{5}
$$

### Answer to (a)

The constant $K$ is

$$
K=1.15\times10^{-5}\times4.3666\times10^{-4}=5.022\times10^{-9}\ \text{Å}^{-3}.
$$

With $N_D=0$, equation (5) gives

$$
p=\frac{2\times5.022\times10^{-14}}{5.022\times10^{-9}+4.482\times10^{-7}}\ \text{Å}^{-3}
=2.2\times10^{-7}\ \text{Å}^{-3},
$$

which is $2.2\times10^{17}$ cm$^{-3}$. About 2.2 percent of the acceptors are ionised.

The Fermi level follows from (1) as $\mu=kT\ln(N_v/p)=0.138$ eV. It lies below the acceptor level, which is why most acceptors keep their holes. It also gives the size of the error in the tempting solution. The ratio of ionised to neutral acceptors was too small by the factor $e^{\mu/kT}=N_v/p\approx208$, the number of effective band states available per free hole.

## Two limits without donors

For $N_A\ll K$, the root in (5) is approximately $K+2N_A$, and $p\approx2KN_A/(2K+2N_A)\approx N_A$. All acceptors are ionised, as the dilute limit demands.

For $N_A\gg K$, the case at hand, the positive root is approximately

$$
p\approx\sqrt{KN_A}-\frac K2 .
$$

The first term alone gives $2.24\times10^{-7}$ Å$^{-3}$, which is 1.1 percent above the solution of (4). In this regime the hole density grows as the square root of the doping: a hundred times more acceptors give about ten times more holes, as long as the acceptors remain independent.

The square root also halves the exponent,

$$
p\approx\sqrt{\frac{N_vN_A}{g}}\;e^{-E_A/2kT},
$$

and it sets the sensitivity to the parameters. With $g=2$ in place of 4, the density rises to $3.1\times10^{-7}$ Å$^{-3}$, close to a factor $\sqrt2$. An increase of $E_A$ by 0.01 eV lowers $p$ by about the factor $e^{-0.01/0.0517}\approx0.82$. If $E_A$ is known only to $\pm0.01$ eV, $p$ may lie anywhere between $1.8$ and $2.7\times10^{-7}$ Å$^{-3}$, an uncertainty of about 20 percent. Further digits below serve to compare one calculation with another.

## Answer to (b): compensation

Equation (5) with the two donor densities gives

- $N_D=1.0\times10^{-7}$ Å$^{-3}$: $p=1.77\times10^{-7}$ Å$^{-3}$, or $1.8\times10^{17}$ cm$^{-3}$, which is 80 percent of the value without donors;
- $N_D=1.0\times10^{-6}$ Å$^{-3}$: $p=4.31\times10^{-8}$ Å$^{-3}$, or $4.3\times10^{16}$ cm$^{-3}$, which is 19 percent of that value.

In the second case there is one donor for ten acceptors, yet four fifths of the holes are gone. The donors must be compared with the few free holes, not with the many acceptors.

Nor is the loss simply one hole per donor. Let $p_0$ be the density without donors. For $K\ll p_0$ and $N_D\ll N_A$, the right side of (4) is nearly $KN_A\approx p_0^2$, so $p^2+N_Dp\approx p_0^2$ and

$$
p\approx\sqrt{p_0^2+\frac{N_D^2}{4}}-\frac{N_D}{2}.
$$

For $N_D\ll p_0$ this is $p_0-N_D/2$. Each donor costs about half a hole, because the fall in $p$ lets further acceptors ionise. In the first case the loss is $0.45\times10^{-7}$ Å$^{-3}$, indeed a little under half of $N_D$.

In the opposite limit, (4) is best written as

$$
p=\frac{K(N_A-N_D)}{N_D+K+p}\approx\frac{K(N_A-N_D)}{N_D}
\qquad(N_D\gg K,\,p).
$$

For the second case the approximate form gives $4.52\times10^{-8}$ Å$^{-3}$, 4.8 percent above the solution of (4). This excess equals $(K+p)/N_D$, the part dropped from the denominator. The hole density now carries the full exponent $e^{-E_A/kT}$. Thus the same acceptor shows an apparent activation energy near $E_A/2$ without donors and near $E_A$ under strong compensation, apart from the slower temperature dependence of $N_v$.

Equation (5) gives $p\to0$ as $N_D\to N_A$. The small density that remains at exact compensation is set by the neglected terms, the free electrons and the minute fraction of neutral donors. In a wide-gap crystal these terms matter only when $N_A-N_D$ is smaller than $N_A$ by very many orders of magnitude.

## A count without a Fermi level

Equation (4) can also be reached by counting states, which shows where the missing factor enters. Let a volume $V$ hold $N$ acceptors and $D$ ionised donors. If $n$ holes are free, neutrality requires $n+D$ ionised acceptors. The statistical weight is

$$
w(n)=\binom{N}{n+D}\,g^{\,N-n-D}\,\frac{(VN_v)^n}{n!}\,e^{-nE_A/kT}.
$$

The factors count the choice of ionised acceptors, the states of the neutral ones and the states of a dilute gas of $n$ identical holes, each with the one-particle sum $VN_v$; the last is the cost of ionisation. The ratio of successive weights is

$$
\frac{w(n+1)}{w(n)}=\frac{N-n-D}{n+D+1}\;\frac{1}{g}\,e^{-E_A/kT}\;\frac{VN_v}{n+1}.
$$

At the most probable $n$ this ratio is 1. Neglecting 1 beside $n$ and dividing by $V^2$ returns (4). The tempting solution amounts to leaving out the last factor, $VN_v/(n+1)\approx N_v/p$.

The mean of $n$ was computed from the full sum for one million acceptors. In a test for all three donor densities, it agreed with (5) to better than one part in $10^4$.

## Checking the assumptions

**One bound hole at most.** All sixteen fillings of four hole orbitals were summed with a repulsion $U=1.0$ eV between each pair of bound holes, and the result agrees with (2). This value is a choice, and the agreement depends on it. The six two-hole states weigh $\tfrac64\,e^{(E_A-U-\mu)/kT}$ relative to the four one-hole states, and a centre with two holes is a positive charge that must be compared with $p$, not with $N_A$. For $U\ge0.3$ eV the effect on $p$ stays below 0.4 percent. A hydrogen-like acceptor, however, binds a second hole weakly, as the H$^-$ ion binds a second electron, with $U\approx0.95\,E_A\approx0.19$ eV. About one percent of the acceptors then hold two holes and $p$ falls by about 18 percent, or by about 4 percent if only one two-hole state is bound. Equation (2) is therefore safe only when $U$ clearly exceeds $E_A$. Without repulsion, at the same Fermi level, the ionised fraction would be 0.005 percent instead of 2.2 percent.

**Boltzmann statistics.** Put $z=e^{-\mu/kT}$. The next term in the expansion of the hole occupation is $-z^2e^{-2\varepsilon/kT}$. Doubling the exponent multiplies the energy integral by $2^{-3/2}$, so

$$
p\approx N_v\left(z-\frac{z^2}{2^{3/2}}\right),\qquad
z\approx\frac{p}{N_v}(1+\delta),\qquad \delta=\frac{p}{2^{3/2}N_v}.
$$

Since the acceptor occupation depends on $z$, the effect is to replace $K$ by $K/(1+\delta)$. Without donors, $p^2/(N_A-p)=K/(1+\delta)$. Taking the logarithm and varying $p$ to first order in $\delta$,

$$
\frac{\Delta p}{p}\left(2+\frac{p}{N_A-p}\right)=-\delta .
$$

Here $\delta=1.70\times10^{-3}$, and $p$ falls by 0.084 percent. A numerical solution with the full Fermi–Dirac integral gives the same shift.

**No free electrons.** With an effective density $N_c$ for the conduction band and a gap $E_g$, the electron density $n_e$ obeys $n_e\,p=N_cN_v\,e^{-E_g/kT}$. For $N_c=N_v$ and no donors, electrons reach one thousandth of the hole density at

$$
E_g=kT\ln\frac{N_v^2}{10^{-3}p^2}=0.45\ \text{eV}.
$$

Even there $p$ rises by just 0.05 percent, half of $n_e/p$, because the additional holes push some acceptors back to neutrality. Each further eV of gap lowers $n_e/p$ by a factor of about $e^{-39}$, so in a wide-gap material the electrons may be dropped.

**Independent acceptors.** This assumption is not tested here. At high doping, neighbouring acceptors and screening can shift and broaden the level, and $E_A$ then depends on $N_A$. Given the exponential sensitivity found above, such a shift may matter far more than the corrections for Fermi statistics and free electrons computed above.

## Computed values

```
temperature: 300 K
thermal energy kT: 0.025852 eV
acceptor density NA: 1.000e-05 1/A^3 = 1.000e+19 1/cm^3
valence density Nv: 4.600e-05 1/A^3 = 4.600e+19 1/cm^3
acceptor energy EA: 0.200 eV
degeneracy g: 4 (no unit)
EA/kT: 7.7363 (no unit)
exp(-EA/kT): 4.3666e-04 (no unit)
Nv/g: 1.1500e-05 1/A^3
K: 5.0216e-09 1/A^3
K*NA: 5.0216e-14 1/A^6
hole density p: 2.2159e-07 1/A^3 = 2.2159e+17 1/cm^3
estimate sqrt(K*NA): 2.2409e-07 1/A^3
estimate over p, minus one: 1.13 percent
ionised fraction: 2.216 percent
Fermi level above valence edge: 0.1379 eV
p with g = 2: 3.1193e-07 1/A^3
band mass implied by Nv: 1.4978 electron masses
p/Nv: 4.8172e-03 (no unit)
delta: 1.7032e-03 (no unit)
Fermi-statistics shift, predicted: -0.0842 percent
Fermi-statistics shift, numerical: -0.0841 percent
p with Fermi statistics: 2.2141e-07 1/A^3
bound-hole repulsion in enumeration: 1.0 eV
ionised fraction, no repulsion, same mu: 0.00477 percent
gap for electrons/holes = 1e-03: 0.4544 eV
shift of p by electrons at that gap: 0.0505 percent
ND = 0.0e+00 1/A^3: formula p = 2.2159e-07 1/A^3
  canonical sum p = 2.2159e-07 1/A^3
  p over uncompensated p = 1.0000 (no unit)
ND = 1.0e-07 1/A^3: formula p = 1.7656e-07 1/A^3
  canonical sum p = 1.7655e-07 1/A^3
  p over uncompensated p = 0.7968 (no unit)
ND = 1.0e-06 1/A^3: formula p = 4.3119e-08 1/A^3
  canonical sum p = 4.3119e-08 1/A^3
  p over uncompensated p = 0.1946 (no unit)
strong-compensation estimate, ND = 1.0e-06 1/A^3: 4.5195e-08 1/A^3
```
